\section*{The DFT-1/2 Self-Energy as an Expectation Value of a Potential Difference, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the removal energy to the self-energy}

\subsection{The question}

Remove one electron from the 2p shell of a neon atom. In the spin-restricted local density approximation (LDA), the energy of the neutral atom minus that of the ion is $-0.833$ Ha. The 2p eigenvalue of the neutral atom, computed with the same functional, is $-0.498$ Ha. Both numbers seem to describe the binding of the same electron, yet they differ by 40\% of the larger one.

The difference arises because the eigenvalue moves while charge is being removed. As the 2p electron leaves, the repulsion it contributed to the Kohn--Sham potential leaves with it, and the level sinks. If the level sinks linearly, its position after half an electron has gone gives the whole energy difference. The shift from the atom to this half-ion is the self-energy used in the DFT-1/2 method. The task is to derive it, to write it as an expectation value of the potential difference between atom and half-ion, and to find what that last step neglects.

\subsection{Setting and assumptions}

Hartree atomic units are used. Let $q_i$ be the number of electrons in shell $i$, $\psi_i$ a normalized orbital of that shell, and $n_i$ the density $|\psi_i|^2$ averaged over the angular members of the shell. The energy is
\begin{equation}
E=\sum_i q_i\langle\psi_i|t+v_{\rm ext}|\psi_i\rangle+E_{\rm H}[n]+E_{\rm xc}[n],
\qquad n=\sum_i q_i n_i ,
\label{energy}
\end{equation}
with $t=-\tfrac12\nabla^2$ and
\begin{equation}
E_{\rm H}[n]=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\end{equation}

Choose a state $\alpha$. Let $f$ be the occupation of its last electron: $f=1$ is the atom, $f=\tfrac12$ the half-ion and $f=0$ the ion. Thus $q_\alpha=q_\alpha^{\rm atom}-1+f$, while every other $q_i$ is fixed. At each $f$ all orbitals are relaxed to self-consistency. For the state $\alpha$ they obey
\begin{equation}
H_f\psi_f=\varepsilon(f)\psi_f,\qquad H_f=t+V_f,\qquad
V_f=v_{\rm ext}+v_{\rm H}[n_f]+v_{\rm xc}[n_f].
\label{ks}
\end{equation}

The assumptions are these.
\begin{enumerate}
\item The functional is the same for all $f$ and is a differentiable functional of the density. The LDA has this property.
\item The solutions form a smooth branch for $0\le f\le1$, so that orbitals, eigenvalues and potentials can be differentiated with respect to $f$.
\item Densities are spherically averaged and the treatment is spin-restricted, so $V_f$ is a radial function common to both spins.
\end{enumerate}
Linearity of $\varepsilon(f)$ is a separate assumption, used only where it is named. Two quantities must then be kept apart:
\begin{equation}
S=\varepsilon(1)-\varepsilon(\tfrac12),\qquad
\sigma=\frac12\left.\frac{d\varepsilon}{df}\right|_{f=1}.
\label{defs}
\end{equation}
The first is a finite shift and the second a half-slope. They coincide if $\varepsilon(f)$ is linear. Here $S$ is a number with the sign convention that a level which sinks on ionization has $S>0$. It is not the self-energy operator of many-body theory.

\subsection{Theorem}

Let $V_S=V_1-V_{1/2}$ be the potential of the atom minus that of the half-ion. Under assumptions 1 to 3 the following holds.

(a) If $\varepsilon(f)$ is linear, then
\begin{equation}
E(1)-E(0)=\varepsilon(\tfrac12)=\varepsilon(1)-S,\qquad S=\sigma=\frac12\frac{d\varepsilon}{df}.
\label{thma}
\end{equation}

(b) With or without linearity,
\begin{equation}
S=\langle\psi_1|V_S|\psi_1\rangle+R,\qquad
R=\langle\psi_1|H_{1/2}-\varepsilon(\tfrac12)|\psi_1\rangle ,
\label{thmb}
\end{equation}
and $R$ is of second order in the change of the orbital $\psi_f$ between half-ion and atom.

(c) If $\alpha$ is the lowest state of its angular momentum in both potentials, then
\begin{equation}
\langle\psi_1|V_S|\psi_1\rangle\le S\le\langle\psi_{1/2}|V_S|\psi_{1/2}\rangle .
\label{thmc}
\end{equation}

The working formula of DFT-1/2 is (b) without $R$:
\begin{equation}
S\simeq\int n_\alpha(\mathbf r)\,V_S(\mathbf r)\,d^3r .
\label{working}
\end{equation}
Part (a) is proved in this half, and parts (b) and (c) in the second.

\subsection{Lemma 1: the eigenvalue is the slope of the energy}

\emph{Statement (Janak's theorem).} Along the branch, $dE/df=\varepsilon(f)$.

\emph{Proof.} Vary the occupations and orbitals in (\ref{energy}). The density changes by
\begin{equation}
\delta n=\sum_i\left(\delta q_i\,n_i+q_i\,\delta n_i\right).
\end{equation}
The double integral in $E_{\rm H}$ is symmetric in its two densities. Its variation therefore consists of two equal terms, which cancel the factor $\tfrac12$:
\begin{equation}
\delta(E_{\rm H}+E_{\rm xc})=\int(v_{\rm H}+v_{\rm xc})\,\delta n\,d^3r .
\end{equation}
Because this potential is radial, its integral with the averaged density $n_i$ equals its expectation value in $\psi_i$. Adding the variation of the first sum in (\ref{energy}) gives
\begin{equation}
\delta E=\sum_i\delta q_i\langle\psi_i|H_f|\psi_i\rangle
+\sum_i q_i\left(\langle\delta\psi_i|H_f|\psi_i\rangle+\langle\psi_i|H_f|\delta\psi_i\rangle\right).
\end{equation}
Each orbital is an eigenfunction of $H_f$, so the second bracket equals $\varepsilon_i\,\delta\langle\psi_i|\psi_i\rangle$. This is zero because the norm stays equal to one. Only $q_\alpha$ varies, with $\delta q_\alpha=\delta f$, and what remains is $\delta E=\varepsilon(f)\,\delta f$. $\square$

Orbital relaxation is fully included here. It drops out of the first derivative because the energy is stationary, but it reappears in the second derivative, which is the slope of $\varepsilon$.

\subsection{Lemma 2: half occupation}

\emph{Statement.} If $\varepsilon(f)$ is linear, then $E(1)-E(0)=\varepsilon(\tfrac12)$. If it is smooth but not linear, the leading correction is $\varepsilon''(\tfrac12)/24$.

\emph{Proof.} Integrate Lemma 1 and put $s=f-\tfrac12$:
\begin{equation}
E(1)-E(0)=\int_0^1\varepsilon(f)\,df
=\int_{-1/2}^{1/2}\left[\varepsilon(\tfrac12)+s\,\varepsilon'(\tfrac12)+\frac{s^2}{2}\varepsilon''(\tfrac12)+\cdots\right]ds .
\end{equation}
The linear term is odd in $s$ and integrates to zero. The integral of $s^2$ over this interval is $\tfrac1{12}$, so
\begin{equation}
E(1)-E(0)=\varepsilon(\tfrac12)+\frac{1}{24}\varepsilon''(\tfrac12)+\cdots .
\label{mid}
\end{equation}
For linear $\varepsilon$ all derivatives beyond the first vanish and only $\varepsilon(\tfrac12)$ is left. $\square$

Part (a) now follows. For linear $\varepsilon$, a step of length $\tfrac12$ changes the eigenvalue by half the slope, so $\varepsilon(1)-\varepsilon(\tfrac12)=\tfrac12\,d\varepsilon/df$. This is the origin of the factor $\tfrac12$ in the self-energy.

The curvature can be estimated from three eigenvalues. Expanding $\varepsilon(0)$ and $\varepsilon(1)$ about $f=\tfrac12$ gives
\begin{equation}
\varepsilon(0)-2\varepsilon(\tfrac12)+\varepsilon(1)=\frac14\varepsilon''(\tfrac12)+\cdots ,
\end{equation}
so the correction in (\ref{mid}) is one sixth of this second difference. For neon 2p it is, in hartree,
\begin{equation}
\frac{-1.19278+2(0.82744)-0.49804}{6}=-0.0060 .
\end{equation}
The computed value of $E(1)-E(0)-\varepsilon(\tfrac12)$ is
\begin{equation}
-0.83341+0.82744=-0.0060 .
\end{equation}
The half-occupation rule thus misses the LDA energy difference by 0.7\% of that difference, and the curvature of $\varepsilon(f)$ accounts for the miss.

\subsection{Lemma 3: the slope is an expectation value}

\emph{Statement.}
\begin{equation}
\frac{d\varepsilon}{df}=\left\langle\psi_f\left|\frac{dV_f}{df}\right|\psi_f\right\rangle .
\label{hf}
\end{equation}

\emph{Proof.} Differentiate $\varepsilon=\langle\psi_f|H_f|\psi_f\rangle$. The terms containing the derivative of the orbital combine, by (\ref{ks}), to $\varepsilon\,d\langle\psi_f|\psi_f\rangle/df=0$. The kinetic operator does not depend on $f$, so only the derivative of $V_f$ remains. $\square$

The external potential is also independent of $f$. The derivative of $V_f$ therefore comes entirely from the density. With the kernel
\begin{equation}
K(\mathbf r,\mathbf r')=\frac{1}{|\mathbf r-\mathbf r'|}+f_{\rm xc}(\mathbf r,\mathbf r'),\qquad
f_{\rm xc}(\mathbf r,\mathbf r')=\frac{\delta v_{\rm xc}(\mathbf r)}{\delta n(\mathbf r')},
\end{equation}
the chain rule gives
\begin{equation}
\frac{dV_f(\mathbf r)}{df}=\int K(\mathbf r,\mathbf r')\frac{dn(\mathbf r')}{df}\,d^3r',
\qquad
\frac{dn}{df}=n_\alpha+\sum_i q_i\frac{dn_i}{df}.
\label{response}
\end{equation}
The first part of $dn/df$ is the density of the electron being added. The second is the relaxation of all orbitals.

\subsection{Why the shift is called a self-energy}

Suppose first that the orbitals are frozen in their atomic form. Then $dn/df=n_\alpha$, and half of the slope (\ref{hf}) at $f=1$ is
\begin{equation}
S_{\rm fro}=\frac12\iint n_\alpha(\mathbf r)K(\mathbf r,\mathbf r')n_\alpha(\mathbf r')\,d^3r\,d^3r' .
\label{frozen}
\end{equation}
The Coulomb part is the classical electrostatic energy of the charge cloud $n_\alpha$ with itself. The remainder is its exchange-correlation counterpart. For neon 2p the two parts are $0.480$ and $-0.017$ Ha, with the sum $S_{\rm fro}=0.462$ Ha. For this state the exchange-correlation part cancels less than 4\% of the electrostatic part. The fraction depends on the state: for neon 1s the two parts are $2.963$ and $-0.263$ Ha, a cancellation of about 9\%.

The relaxed half-slope is smaller: $\sigma=0.310$ Ha. For the outermost shell this ordering can be proved. Let $F(f)$ be the energy obtained at occupation $f$ with the orbitals of the atom kept fixed. Suppose that $E(f)$ is the minimum over orbitals at the given occupations. Then
\begin{equation}
E(f)\le F(f),\qquad E(1)=F(1),\qquad E'(1)=F'(1)=\varepsilon(1).
\end{equation}
The equality of slopes follows from Lemma 1, since relaxation does not contribute to the first derivative. The function $E-F$ is thus nowhere positive and touches zero with zero slope at $f=1$. Its second derivative there cannot be positive, hence
\begin{equation}
E''(1)\le F''(1)\quad\Longrightarrow\quad 2\sigma\le2S_{\rm fro}.
\label{screen}
\end{equation}
Here $E''=\varepsilon'=2\sigma$ by Lemma 1, and differentiating the frozen energy twice gives the double integral in (\ref{frozen}) without its prefactor, $F''=2S_{\rm fro}$. Physically, the remaining electrons rearrange and screen the change of charge. For 2p this reduces the half-slope by 33\%.

The proof does not cover a core hole. With fewer electrons in 1s than in 2s, exchanging the two orbitals would lower the energy, so $E(f)$ is not a minimum at fixed occupations. The inequality was tested numerically for neon 1s and holds there too, with $\sigma=1.765$ Ha and $S_{\rm fro}=2.700$ Ha.

\subsection{Two limiting cases}

If a functional made $E(f)$ a straight line, $\varepsilon(f)$ would be constant by Lemma 1. Then $S=0$, and the eigenvalue of the atom would itself be the energy difference. A nonzero $S$ measures the bending of $E(f)$ produced by the approximate functional.

The second limit is a delocalized orbital. Let its density be spread over a length $L$, with $n_\alpha(\mathbf r)=L^{-3}g(\mathbf r/L)$. Substituting $\mathbf r=L\mathbf x$ in the Coulomb part of (\ref{frozen}) gives
\begin{equation}
\frac12\iint\frac{n_\alpha(\mathbf r)n_\alpha(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
=\frac{1}{2L}\iint\frac{g(\mathbf x)g(\mathbf x')}{|\mathbf x-\mathbf x'|}\,d^3x\,d^3x' .
\end{equation}
This vanishes as $1/L$. The LDA kernel is local, and its part scales as $\int n_\alpha^2\,d^3r\propto L^{-3}$ when the total density in the region stays fixed and bounded away from zero, so that the kernel, whose exchange part varies as $n^{-2/3}$, stays bounded. A Bloch density is modulated within each cell and is not of the scaled form. Spread over $N$ cells, it places a charge $1/N$ in each, so the modulation adds to the Coulomb part only a term of order $1/N$, and $\int n_\alpha^2\,d^3r$ still falls as $1/N$. The frozen self-energy of a Bloch state extended over a large crystal therefore tends to zero. Taking half an electron out of such a state does not produce the atomic shift. DFT-1/2 obtains a finite correction in a crystal by importing $V_S$ from the atom, which amounts to assuming a hole of atomic size.

\section{From the self-energy to the potential difference}

\subsection{Symbols and results carried over}

The occupation $f$ of the last electron in state $\alpha$ runs from 1 (atom) through $\tfrac12$ (half-ion) to 0 (ion). At each $f$ the self-consistent orbital, eigenvalue and potential satisfy $H_f\psi_f=\varepsilon(f)\psi_f$ with $H_f=t+V_f$. The quantities needed are
\begin{equation}
V_S=V_1-V_{1/2},\qquad S=\varepsilon(1)-\varepsilon(\tfrac12),\qquad
\sigma=\tfrac12\varepsilon'(1).
\end{equation}
The first half showed that $dE/df=\varepsilon$, that $\varepsilon'(f)=\langle\psi_f|V_f'|\psi_f\rangle$, and that for linear $\varepsilon(f)$
\begin{equation}
E(1)-E(0)=\varepsilon(\tfrac12)=\varepsilon(1)-S,\qquad S=\sigma .
\end{equation}
A prime denotes a derivative with respect to $f$. Orbitals are taken real, which is possible for the radial functions used here. It remains to connect $S$ with $V_S$.

\subsection{Lemma 4: an identity without linearity}

\emph{Statement.} If $\langle\psi_{1/2}|\psi_1\rangle\ne0$, then
\begin{equation}
S=\frac{\langle\psi_{1/2}|V_S|\psi_1\rangle}{\langle\psi_{1/2}|\psi_1\rangle}.
\label{identity}
\end{equation}

\emph{Proof.} Let $H_1$ act to the right on $\psi_1$, and let the Hermitian operator $H_{1/2}$ act to the left on $\psi_{1/2}$:
\begin{align}
\langle\psi_{1/2}|H_1|\psi_1\rangle&=\varepsilon(1)\langle\psi_{1/2}|\psi_1\rangle,\\
\langle\psi_{1/2}|H_{1/2}|\psi_1\rangle&=\varepsilon(\tfrac12)\langle\psi_{1/2}|\psi_1\rangle .
\end{align}
Subtract the second line from the first. The kinetic operators cancel, so $H_1-H_{1/2}=V_S$. Division by the overlap gives (\ref{identity}). $\square$

This is a transition matrix element between two different orbitals, not yet an expectation value. It needs the orbital of the half-ion as well as that of the atom. Replacing $\psi_{1/2}$ by $\psi_1$ turns it into the working formula of DFT-1/2, and the cost of that replacement can be stated in closed form.

We have shown that for linear $\varepsilon(f)$ the removal energy is the half-ion eigenvalue $\varepsilon(\tfrac12)$, and that, with or without linearity, the shift $S$ is exactly a transition matrix element of $V_S$ divided by the orbital overlap. It remains to replace that element by an expectation value in the atomic orbital, to find the remainder this neglects, and to prove the bounds on $S$.
